\section*{Bethe's Nonrelativistic Lamb Shift of the Hydrogen 2S Level}

\section{Bethe's calculation of the 2S shift}

Let a hydrogen atom in its 2S state emit and reabsorb virtual photons of energy up to $mc^2$. In the nonrelativistic dipole model this lowers the level by $2\,546\,183$ MHz. A free electron with the same mean square momentum is lowered by $2\,547\,236$ MHz. The two numbers differ by about $1053$ MHz, four parts in ten thousand of either. Why should the small difference be the level shift, and why is it far less sensitive to the photon cutoff than the large numbers are?

\subsection{The raw self-energy}

The electron has charge $-e$ and mass $m$, and the proton is a fixed point charge. We write
\begin{equation}
H=\frac{\mathbf p^2}{2m}+V,\qquad V=-\frac{\alpha\hbar c}{r},\qquad
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.
\label{eq:H}
\end{equation}
Spin is omitted. Replacing $\mathbf p$ by $\mathbf p+e\mathbf A$ in Coulomb gauge adds $(e/m)\mathbf A\cdot\mathbf p+e^2\mathbf A^2/2m$. In the dipole approximation $\mathbf A$ is taken at the nucleus. The $\mathbf A^2$ term then contains no electron operator. To order $e^2$ it moves all levels by the same amount, so we drop it.

In a box of volume $\mathcal V$, with real polarization vectors $\boldsymbol\epsilon$ and angular frequencies $\omega$,
\begin{equation}
\mathbf A(0)=\sum_{\text{modes}}\sqrt{\frac{\hbar}{2\varepsilon_0\omega\mathcal V}}\;
\boldsymbol\epsilon\,(a+a^\dagger).
\label{eq:A}
\end{equation}
Starting from atomic state $n$ and no photon, the coupling leads to atomic state $m$ and one photon. Let $\Delta_m=E_m-E_n$ and $\mathbf p_{mn}=\langle m|\mathbf p|n\rangle$. The second-order energy denominator is $E_n-(E_m+\hbar\omega)=-(\Delta_m+\hbar\omega)$, hence
\begin{equation}
E_{\rm raw}=-\sum_{\text{modes}}\frac{e^2\hbar}{2\varepsilon_0m^2\omega\mathcal V}
\sum_m\frac{|\boldsymbol\epsilon\cdot\mathbf p_{mn}|^2}{\Delta_m+\hbar\omega}.
\label{eq:second}
\end{equation}
The sum over $m$ includes the continuum. The degeneracy of 2S and 2P causes no difficulty: after summation over all photon directions the second-order operator is a scalar of even parity and does not mix them.

The two polarizations span the plane normal to the photon direction $\hat{\mathbf k}$, so $\sum|\boldsymbol\epsilon\cdot\mathbf p_{mn}|^2=|\mathbf p_{mn}|^2-|\hat{\mathbf k}\cdot\mathbf p_{mn}|^2$. The directional average of the last term is $|\mathbf p_{mn}|^2/3$, and the angular integral is $4\pi(1-\tfrac13)|\mathbf p_{mn}|^2=(8\pi/3)|\mathbf p_{mn}|^2$. The mode sum becomes $\mathcal V/(2\pi)^3\int d\Omega\int\omega^2d\omega/c^3$. The factor in front of $\int\omega\,d\omega$ is therefore
\begin{equation}
\frac{e^2\hbar}{2\varepsilon_0m^2}\,\frac{1}{8\pi^3c^3}\,\frac{8\pi}{3}
=\frac{e^2\hbar}{6\pi^2\varepsilon_0m^2c^3}
=\frac{2\alpha\hbar^2}{3\pi m^2c^2},
\label{eq:coef}
\end{equation}
where $e^2=4\pi\varepsilon_0\alpha\hbar c$ was used. With the photon energy $k=\hbar\omega$ as variable and a cutoff $K$,
\begin{equation}
E_{\rm raw}=-C\int_0^K dk\sum_m|\mathbf p_{mn}|^2\frac{k}{\Delta_m+k},
\qquad C=\frac{2\alpha}{3\pi m^2c^2}.
\label{eq:raw}
\end{equation}
For large $k$ the fraction tends to one, so the integral grows linearly with $K$.

\subsection{Subtracting the free-electron mass term}

Now remove the nucleus. The operator $\mathbf A(0)\cdot\mathbf p$ commutes with $\mathbf p$, so an electron of momentum $\mathbf p$ keeps its momentum and kinetic energy in the intermediate state. Equation~\eqref{eq:raw} then has $\Delta_m=0$ and gives
\begin{equation}
E_{\rm free}=-C K\mathbf p^2.
\label{eq:free}
\end{equation}
This has the form of a change of mass. To first order, $\delta(\mathbf p^2/2m)=-\mathbf p^2\delta m/(2m^2)$, and comparison yields
\begin{equation}
\delta m=2m^2CK=\frac{4\alpha K}{3\pi c^2}.
\label{eq:dm}
\end{equation}
At $K=mc^2$ this is $\delta m/m=0.0031$.

The observed mass $m$ already contains $\delta m$. The Hamiltonian to which the photon coupling is added must therefore have the bare mass $m-\delta m$, and its kinetic energy is
\begin{equation}
\frac{\mathbf p^2}{2(m-\delta m)}\simeq\frac{\mathbf p^2}{2m}
+\frac{\mathbf p^2\,\delta m}{2m^2}
=\frac{\mathbf p^2}{2m}+CK\mathbf p^2.
\label{eq:counter}
\end{equation}
The first term gives the usual hydrogen levels with the observed mass. The second is a perturbation whose expectation value must be added to $E_{\rm raw}$. This is the subtraction of $\langle E_{\rm free}\rangle$. We have used $m$ instead of $m-\delta m$ in the coefficient $C$, and this needs care. In $E_{\rm raw}$ alone the replacement is a relative change of $2\,\delta m/m$, about $16\,000$ MHz at $K=mc^2$, which exceeds the shift we seek. Almost all of it is proportional to $\mathbf p^2$, however. It is of order $e^4$ and belongs again to the electron's mass, together with the $\delta m^2$ term dropped in~\eqref{eq:counter} and the other free-electron terms of that order, and the total mass is fixed at its observed value. With the same mass in $E_{\rm raw}$ and in the subtracted term, their difference changes only by the fraction $2\,\delta m/m$, about $7$ MHz.

By completeness, $\langle\mathbf p^2\rangle=\sum_m|\mathbf p_{mn}|^2$. Since $1-k/(\Delta_m+k)=\Delta_m/(\Delta_m+k)$,
\begin{align}
\Delta E_n&=E_{\rm raw}+CK\langle\mathbf p^2\rangle\nonumber\\
&=C\sum_m|\mathbf p_{mn}|^2\int_0^K dk\,\frac{\Delta_m}{\Delta_m+k}\nonumber\\
&=C\sum_m|\mathbf p_{mn}|^2\Delta_m\ln\left|\frac{K+\Delta_m}{\Delta_m}\right|.
\label{eq:shift}
\end{align}
The linear growth has become logarithmic. States with $\Delta_m=0$ contribute nothing, as the second line shows.

If a lower level can be reached, $\Delta_m=-|\Delta_m|$ and the integrand has a pole at $k=|\Delta_m|$. The real level shift is the principal value. Cutting out an interval of half-width $\eta$ around the pole gives
\begin{equation}
\ln\frac{\eta}{|\Delta_m|}+\ln\frac{K-|\Delta_m|}{\eta}
=\ln\frac{K-|\Delta_m|}{|\Delta_m|},
\label{eq:pv}
\end{equation}
which is the logarithm in~\eqref{eq:shift}. For 2P this happens with 1S. For 2S it does not, because $\mathbf p$ connects an S state to P states and the lowest of these, 2P, is degenerate with 2S in this model.

The sign of the 2S shift can now be read off. Each $\Delta_m$ is zero or positive, so each term in~\eqref{eq:shift} is zero or positive. Binding increases the energy denominators, the bound electron is lowered less than the free one, and the level moves up.

\subsection{The double-commutator sum rule}

For $K$ far above the important excitation energies, the coefficient of $\ln K$ in~\eqref{eq:shift} is $C$ times
\begin{equation}
S=\sum_m|\mathbf p_{mn}|^2\Delta_m
=\sum_i\langle p_i(H-E_n)p_i\rangle .
\label{eq:S}
\end{equation}
Because $(H-E_n)|n\rangle=0$, the operator $(H-E_n)p_i$ acting on $|n\rangle$ may be replaced by $[H,p_i]$. Acting to the left instead, $p_i(H-E_n)$ may be replaced by $-[H,p_i]$. Half the sum of the two forms is
\begin{equation}
S=\frac12\sum_i\big\langle p_i[H,p_i]-[H,p_i]p_i\big\rangle
=\frac12\sum_i\big\langle[p_i,[H,p_i]]\big\rangle .
\label{eq:double}
\end{equation}
The kinetic energy commutes with $p_i=-i\hbar\partial_i$, so $[H,p_i]=[V,p_i]=i\hbar\,\partial_iV$. The outer commutator is $[p_i,i\hbar\,\partial_iV]=(-i\hbar)(i\hbar)\partial_i^2V=\hbar^2\partial_i^2V$. With $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
\begin{equation}
S=\frac{\hbar^2}{2}\langle\nabla^2V\rangle=2\pi\alpha\hbar^3c\,|\psi_n(0)|^2 .
\label{eq:sumrule}
\end{equation}
The logarithm thus multiplies the electron density at the nucleus. It is present for S states and absent for states that vanish there.

To find the density, let $a=\hbar/(\alpha mc)$ and let $u=rR$ be the normalized radial function of an nS state. It obeys $u''=(2m/\hbar^2)(V-E)u$. Multiply by $2u'$ and integrate over $r$. The left side gives $-u'(0)^2$. On the right, integration by parts leaves $-(2m/\hbar^2)\langle dV/dr\rangle$; the boundary terms vanish because $u^2\propto r^2$ near the origin. Since $u'(0)=R(0)$ and $dV/dr=\alpha\hbar c/r^2$,
\begin{equation}
|\psi_n(0)|^2=\frac{R(0)^2}{4\pi}
=\frac{m}{2\pi\hbar^2}\left\langle\frac{\alpha\hbar c}{r^2}\right\rangle
=\frac{1}{2\pi a}\left\langle\frac1{r^2}\right\rangle .
\label{eq:density1}
\end{equation}
The mean of $1/r^2$ follows from the radial energy $E=-\alpha^2mc^2/[2(n_r+l+1)^2]$ by treating $l$ as a continuous parameter at fixed $n_r$. The radial Hamiltonian contains $\hbar^2l(l+1)/(2mr^2)$, so the Hellmann--Feynman theorem gives
\begin{equation}
\frac{\hbar^2(2l+1)}{2m}\left\langle\frac1{r^2}\right\rangle
=\frac{\alpha^2mc^2}{n^3}.
\label{eq:hf}
\end{equation}
At $l=0$ this is $\langle1/r^2\rangle=2/(n^3a^2)$. Equations~\eqref{eq:density1} and~\eqref{eq:sumrule} then become
\begin{equation}
|\psi_n(0)|^2=\frac1{\pi n^3a^3},\qquad
S=\frac{2\alpha^4m^3c^4}{n^3}\equiv S_n .
\label{eq:Sn}
\end{equation}
In atomic units $S_n=2/n^3$, or $0.25$ for 2S. The explicit sum over excited states also gives $0.25000$.

\subsection{The Bethe logarithm}

Replace $K+\Delta_m$ by $K$ in~\eqref{eq:shift}. The remaining excitation energies are collected in one number,
\begin{equation}
\ln k_0=\frac1{S_n}\sum_m|\mathbf p_{mn}|^2\Delta_m
\ln\frac{|\Delta_m|}{\mathrm{Ry}},\qquad
\mathrm{Ry}=\frac{\alpha^2mc^2}{2}.
\label{eq:k0}
\end{equation}
The product of $C$ from~\eqref{eq:raw} and $S_n$ from~\eqref{eq:Sn} is $4\alpha^5mc^2/(3\pi n^3)$. For nS states this gives
\begin{equation}
\Delta E_{n\rm S}=\frac{4\alpha^5mc^2}{3\pi n^3}
\left[\ln\frac{K}{\mathrm{Ry}}-\ln k_0(n\mathrm S)\right].
\label{eq:bethe}
\end{equation}

The sum~\eqref{eq:k0} is evaluated numerically. The radial Hamiltonian is diagonalized in a basis of exponentials times powers of $r$, which turns the continuum into a finite set of states. The result is $\ln k_0(2\mathrm S)=2.812$, corresponding to a mean excitation energy of $16.64$ Ry. Ionization from 2S takes $0.25$ Ry, so this logarithmic mean lies deep in the continuum.

\subsection{How good is the replacement of $K+\Delta_m$ by $K$?}

The answer depends on the weight of very energetic states. Use atomic units ($\hbar=m=e^2/4\pi\varepsilon_0=1$), and approximate a final state of large momentum $q$ by a plane wave. Taking the matrix element of $[H,\mathbf p]=i\nabla V$ gives $\Delta_m\mathbf p_{mn}=i\langle m|\nabla V|n\rangle$. At large $q$ the singularity of $V$ at the nucleus dominates, where $\psi\simeq\psi(0)$. The Fourier transform of $V$ is $-4\pi/q^2$, and that of $\nabla V$ has magnitude $4\pi/q$. Hence $|\mathbf p_{mn}|^2\simeq16\pi^2|\psi(0)|^2/(q^2\Delta^2)$.

There are $q^2dq/(2\pi^2)$ states per unit volume in $dq$. Multiply by $\Delta$, divide by $S=2\pi|\psi(0)|^2$, and use $\Delta\simeq q^2/2$, so that $dq=d\Delta/\sqrt{2\Delta}$. The normalized weight is
\begin{equation}
g(\Delta)\,d\Delta\simeq\frac{4}{\pi}\frac{dq}{\Delta}
=\frac{2\sqrt2}{\pi}\,\Delta^{-3/2}\,d\Delta .
\label{eq:tail}
\end{equation}
With this tail the mean of $\ln\Delta$ converges, while the mean of $\Delta$ itself diverges. An expansion of $\ln(1+\Delta/K)$ in powers of $\Delta/K$ is therefore not allowed. With $x=\Delta/K$, the change of the bracket in~\eqref{eq:bethe} is
\begin{equation}
\int_0^\infty g\ln\!\left(1+\frac{\Delta}{K}\right)d\Delta
\simeq\frac{2\sqrt2}{\pi\sqrt K}\int_0^\infty\frac{\ln(1+x)}{x^{3/2}}\,dx
=\frac{4\sqrt2}{\sqrt K}.
\label{eq:finite}
\end{equation}
Integration by parts turns the $x$ integral into $2\int_0^\infty dx/[\sqrt x(1+x)]$. The substitution $x=t^2$ gives $4\int_0^\infty dt/(1+t^2)=2\pi$. The region below a small $x_0$ contributes about $2\sqrt{x_0}$ out of $2\pi$, one tenth for $x_0=0.1$. The integral therefore comes mainly from $x$ of order one and larger, which justifies the use of the tail at large $K$.

For $K=mc^2$, which is $\alpha^{-2}$ in atomic units, the estimate is $4\sqrt2\,\alpha=0.0413$. The full numerical change is $0.0402$, or $5.5$ MHz for 2S. This is the difference between the $1053$ MHz of the opening and the result of~\eqref{eq:bethe} below. About nine tenths of it comes from excitation energies above $0.1\,mc^2$, and more than two fifths from above $10\,mc^2$, where a nonrelativistic electron is no longer a valid description. We therefore leave it out and regard its size as one sign of the model's limited accuracy.

\subsection{Hydrogen 2S and 2P}

With $1/\alpha=137.036$, $mc^2=510.999$ keV and $n=2$, the prefactor is
\begin{equation}
\frac{4\alpha^5mc^2}{3\pi\cdot 8}=\frac{\alpha^5mc^2}{6\pi}
=0.561\ \mu\mathrm{eV},
\label{eq:pref}
\end{equation}
which corresponds to $135.64$ MHz. We choose $K=mc^2$, the energy at which the nonrelativistic treatment must certainly stop. Then $\ln(mc^2/\mathrm{Ry})=10.534$, and
\begin{equation}
\Delta E_{2\rm S}/h=135.64\,(10.534-2.812)\ \mathrm{MHz}
=135.64\times7.722\ \mathrm{MHz}\simeq1047\ \mathrm{MHz},
\label{eq:2S}
\end{equation}
or $4.33\ \mu$eV.

For 2P the density at the nucleus vanishes, and so does $S$. In~\eqref{eq:shift} the term $\ln K$ then has coefficient zero, and for large $K$ the logarithms of $\Delta_m$ are left. We keep $S_2$ as the normalization in~\eqref{eq:k0}, although it is no longer the sum of the weights. The sum over states, including 1S with its negative $\Delta_m$, gives $\ln k_0(2\mathrm P)=-0.0300$, and
\begin{equation}
\Delta E_{2\rm P}/h=-135.64\times(-0.0300)\ \mathrm{MHz}\simeq4\ \mathrm{MHz}.
\label{eq:2P}
\end{equation}
The 2S level thus lies about $1043$ MHz above 2P. The 2S shift alone exceeds this splitting by the 2P shift of about $4$ MHz.

The cutoff limits what these figures mean. In the large-$K$ formula~\eqref{eq:bethe}, halving $K$ lowers the 2S shift by $135.64\ln2\simeq94$ MHz, to $953$ MHz; doubling it gives $1141$ MHz. The raw energy, by contrast, nearly halves or doubles with $K$. Mass subtraction has removed the strong dependence, but the number added to the logarithm cannot be fixed within this model. The dipole approximation is a further assumption. Its simplest justification, that the phase of the wave hardly varies across the atom, holds only for $k\ll\hbar c/a=\alpha mc^2$, and here the approximation has been extended up to $mc^2$. The extension is not minor: about three fifths of the 2S shift in~\eqref{eq:shift} comes from photons with $k>\alpha mc^2$.

A complete calculation treats the high-energy photons and the electron relativistically, and its result replaces the chosen cutoff. It also includes electron spin, vacuum polarization, nuclear recoil and nuclear size, all absent here. The numerical check evaluates the 2S difference directly from~\eqref{eq:raw} and~\eqref{eq:free} on a radial grid, and it confirms the 2P logarithm by a separate integration over imaginary photon energies.

\section*{Table of computed values}
\begin{verbatim}
inverse fine-structure constant: 137.036
electron rest energy mc^2: 510.999 keV
Rydberg energy, fixed nucleus: 13.6057 eV
polarization-angle integral: 8.37758
field coefficient 2 alpha/(3 pi): 1.548546e-03
mass change delta m/m at K=mc^2: 0.00310
2S mean p^2: 0.25000 atomic units
2S density at nucleus: 0.039789 bohr^-3
2S sum rule, from density: 0.25000 atomic units
2S sum rule, from states: 0.25000 atomic units
2P sum rule, from states: 0.0000 atomic units
2S raw self-energy: -2546183.4 MHz
2S free-electron term: -2547236.3 MHz
2S difference, finite K kept: 1052.9 MHz
2S Bethe logarithm ln k0: 2.812
2S mean excitation energy: 16.64 Ry
2P Bethe logarithm ln k0: -0.0300
2P ln k0 from radial grid: -0.0300
ln(mc^2/Ry): 10.534
2S large-K logarithm: 7.722
2S finite-K logarithm, radial grid: 7.762
2S finite-K logarithm, state sum: 7.762
finite-K change of logarithm: 0.0402
leading estimate 4 sqrt(2) alpha: 0.0413
finite-K change of 2S shift: 5.5 MHz
prefactor for n=2: 135.64 MHz
2S shift, K=mc^2: 1047.4 MHz
2S shift, K=mc^2: 4.332 micro-eV
2P shift: 4.1 MHz
2S minus 2P: 1043.4 MHz
2S shift, K=mc^2/2: 953.4 MHz
2S shift, K=2mc^2: 1141.4 MHz
\end{verbatim}
